# Root-mean-square edge slope is not an intrinsic roughness number

A scanning electron microscope looks down on a line of developed photoresist. In each scan row, software finds the position of the line's edge, so the edge becomes a list of positions \(x_0,x_1,x_2,\dots\) at points a distance \(\Delta\) apart along the line. The spread of these positions is the root-mean-square (RMS) deviation \(\sigma\). A second number is as easy to compute: subtract neighbours, divide by \(\Delta\), and take the RMS of the quotients. If the same edge is scanned again with rows half as far apart, should this second number stay the same?

## The belief and its appeal

The belief is that it should, apart from a small error that vanishes as the rows close up. The RMS slope would then belong to the edge, as \(\sigma\) does, and could be used to rank resists.

There are good reasons to think so. For a smooth curve the difference quotient does tend to the derivative. The slope is dimensionless, and slow drifts of the edge hardly affect it. There is even a formula for it. Let \(x(y)\) be the deviation of the edge from its mean line at position \(y\), and assume that \(x\) is single-valued and statistically stationary, with zero mean and covariance

\[
C(r)=\langle x(y)\,x(y+r)\rangle .
\]

The angle brackets denote an average over many equivalent edges. If \(x\) is differentiable, then \(C'(r)=\langle x(y)x'(y+r)\rangle\). By stationarity both points can be shifted by \(-r\), giving \(C'(r)=\langle x(y-r)x'(y)\rangle\). A second differentiation acts on \(x(y-r)\) and brings a minus sign:

\[
C''(r)=-\langle x'(y-r)x'(y)\rangle,
\qquad \langle x'^2\rangle=-C''(0).
\]

The right-hand side contains no sampling distance. The argument is sound, but it began with "if \(x\) is differentiable".

## Where the argument breaks

A widely used model of a rough edge has exponential correlation,

\[
C(r)=\sigma^2e^{-|r|/\xi},
\]

where \(\xi\) is the correlation length. Just to the right of \(r=0\) the derivative of \(C\) is \(-\sigma^2/\xi\); just to the left it is \(+\sigma^2/\xi\). The covariance has a kink at the origin, so \(C''(0)\) does not exist.

The finite-difference slope does exist, and it follows from its definition. Expanding the square,

\[
\langle[x(y+\Delta)-x(y)]^2\rangle
=\langle x(y+\Delta)^2\rangle+\langle x(y)^2\rangle-2\langle x(y)x(y+\Delta)\rangle .
\]

Each of the first two averages is \(C(0)=\sigma^2\), and the third is \(C(\Delta)\). The sum is \(2[C(0)-C(\Delta)]\). Dividing by \(\Delta^2\) and taking the root gives

\[
s(\Delta)=\frac{\sigma}{\Delta}\sqrt{2\left(1-e^{-\Delta/\xi}\right)} .
\]

Write \(a=\Delta/\xi\). For small \(a\), \(1-e^{-a}=a(1-a/2+a^2/6-\dots)\). With \(\sqrt{1+u}=1+u/2-u^2/8+\dots\) and \(u=-a/2+a^2/6\), the terms in \(a^2\) are \(1/12-1/32=5/96\), so

\[
s(\Delta)=\sigma\sqrt{\frac{2}{\xi\Delta}}
\left(1-\frac a4+\frac{5a^2}{96}-\dots\right).
\]

As \(\Delta\to0\) the slope grows without bound, as \(\Delta^{-1/2}\). The reason is visible in the numerator: neighbouring points differ by a typical amount proportional to \(\sqrt\Delta\), as in a random walk, whereas a differentiable curve would make them differ by an amount proportional to \(\Delta\).

The inverse-square-root law belongs to \(\Delta\ll\xi\). The local exponent follows from \(\ln s=\text{const}-\ln\Delta+\tfrac12\ln(1-e^{-a})\). Since \(d/d\ln\Delta=a\,d/da\),

\[
\frac{d\ln s}{d\ln\Delta}
=-1+\frac{a}{2}\,\frac{e^{-a}}{1-e^{-a}}
=-1+\frac{a/2}{e^{a}-1}.
\]

This tends to \(-1/2\) for \(a\to0\) and to \(-1\) for \(a\to\infty\). In the second limit neighbouring points are uncorrelated and \(s\to\sqrt2\,\sigma/\Delta\), which says nothing about the shape of the edge between them.

## One edge, read at six spacings

Take \(\sigma=1.2\) nm and \(\xi=20\) nm. At \(\Delta=1\) nm, \(a=0.05\) and \(1-e^{-a}=0.04877\), so

\[
s=\frac{1.2}{1}\sqrt{2\times0.04877}=0.375 .
\]

The formula is an average over edges. To see what happens on a single edge, one can generate a long one with the recursion \(x_{n+1}=qx_n+\sigma\sqrt{1-q^2}\,g_n\), where the \(g_n\) are independent Gaussian numbers of unit variance and \(q=e^{-h/\xi}\) for a step \(h\). Its stationary variance is \(\sigma^2\), because \(q^2\sigma^2+(1-q^2)\sigma^2=\sigma^2\). Each step multiplies the covariance by \(q\), which gives the exponential law at the sampled points. An edge 400 µm long with \(h=0.25\) nm was read at every 32nd point, then every 16th, and so on down to every point.

| \(\Delta\) (nm) | \(s\), formula | \(s\), simulated | exponent | \(\Delta s^2/2\) (nm) |
|---:|---:|---:|---:|---:|
| 8 | 0.122 | 0.122 | −0.593 | 0.0593 |
| 4 | 0.181 | 0.181 | −0.548 | 0.0653 |
| 2 | 0.262 | 0.262 | −0.525 | 0.0685 |
| 1 | 0.375 | 0.375 | −0.512 | 0.0702 |
| 0.5 | 0.533 | 0.534 | −0.506 | 0.0711 |
| 0.25 | 0.757 | 0.756 | −0.503 | 0.0716 |

The last two columns come from the formulas. The edge is the same in every row, yet its slope rises by a factor of 6.2 from top to bottom. A pure inverse-square-root law would give \(\sqrt{32}=5.7\); the excess arises because the exponent is steeper than \(-1/2\) at the coarse end.

The dependence can reverse a ranking. Let a second edge have the same \(\xi\) but \(\sigma=1.8\) nm, so that it is 50% rougher. Sampled at 4 nm its slope is 0.271, below the 0.375 of the first edge sampled at 1 nm. With both sampled at 1 nm, the second has 0.562 and the order is restored.

## The same divergence in the spectrum

The power spectrum, with \(C(r)=\frac1{2\pi}\int P(k)e^{ikr}dk\) over all \(k\), is

\[
P(k)=2\sigma^2\int_0^\infty e^{-r/\xi}\cos(kr)\,dr
=\frac{2\sigma^2\xi}{1+k^2\xi^2}.
\]

Differentiating the edge multiplies its spectrum by \(k^2\). At large \(k\) the product \(k^2P\) tends to the constant \(2\sigma^2/\xi\), so every equal band of fine-scale wavenumbers adds the same amount to the slope variance. If the spectrum is cut at \(|k|=K\), the identity \(k^2/(1+k^2\xi^2)=\xi^{-2}[1-1/(1+k^2\xi^2)]\) gives

\[
s_K^2=\frac{1}{2\pi}\int_{-K}^{K}k^2P\,dk
=\frac{2\sigma^2}{\pi\xi^2}\left[K\xi-\arctan(K\xi)\right].
\]

For large \(K\) this grows in proportion to \(K\). The highest wavenumber that points \(\Delta\) apart can represent is \(K=\pi/\Delta\), and with this choice the leading term is \(2\sigma^2/(\xi\Delta)\), as before. For \(\Delta=1\) nm the cut spectrum gives a slope of 0.3747, against 0.3748 from differences. The agreement is so close because the next terms also coincide: \(\arctan(K\xi)\to\pi/2\) contributes \(-\sigma^2/\xi^2\), and so does the term \(-a^2/2\) in the expansion of \(1-e^{-a}\). The operations are still different, since sampling at points does not remove higher wavenumbers but folds them onto lower ones.

## When the belief is right

The belief holds for a smoother class of edges. Consider

\[
C(r)=\sigma^2\exp\left[-(|r|/\xi)^{2H}\right],\qquad 0<H\le1,
\]

which is the exponential model at \(H=1/2\). For \(\Delta\ll\xi\), \(1-e^{-u}\approx u\) with \(u=(\Delta/\xi)^{2H}\), hence

\[
s\approx\frac{\sigma}{\Delta}\sqrt{2}\left(\frac{\Delta}{\xi}\right)^{H}
=\sqrt2\,\sigma\,\xi^{-H}\Delta^{H-1}.
\]

Within this family only \(H=1\), the Gaussian covariance, gives a finite limit, \(\sqrt2\,\sigma/\xi\). For the example's \(\sigma\) and \(\xi\) that limit is 0.085, and the slope is already 0.084 at 4 nm. For \(H=0.75\) it still climbs, from 0.124 at 4 nm to 0.254 at 0.25 nm.

## The estimator also enters

For a smooth edge, different difference schemes converge to one derivative. Here they do not. The central difference \((x_{i+1}-x_{i-1})/(2\Delta)\) is a forward difference over \(2\Delta\), so its RMS value is \(s(2\Delta)\), smaller than \(s(\Delta)\) by \(\sqrt2\) in the fine limit. At 1 nm it gives 0.262 instead of 0.375.

Suppose next that each recorded point is the average of the edge over its own interval of length \(\Delta\). The variance \(V\) of one average and the covariance \(W\) of two adjacent averages are

\[
V=\frac{2}{\Delta^2}\int_0^\Delta(\Delta-r)C(r)\,dr
=\frac{2\sigma^2}{a^2}\left(a-1+e^{-a}\right),
\]
\[
W=\frac{\sigma^2}{\Delta^2}\int_0^\Delta e^{u/\xi}du\int_\Delta^{2\Delta}e^{-v/\xi}dv
=\frac{\sigma^2}{a^2}\left(1-e^{-a}\right)^2 .
\]

The weight \(\Delta-r\) counts the pairs of points a distance \(r\) apart within one interval. For small \(a\), \(V\approx\sigma^2(1-a/3)\) and \(W\approx\sigma^2(1-a)\). The squared slope is therefore

\[
\frac{2(V-W)}{\Delta^2}\approx\frac{2\sigma^2}{\Delta^2}\,\frac{2a}{3}
=\frac23\,\frac{2\sigma^2}{\xi\Delta}.
\]

Averaging lowers the coefficient of the slope by \(\sqrt{2/3}=0.816\) and leaves the divergence in place, because the averaging length shrinks along with the spacing. At 1 nm the full expressions give 0.304.

## What a fixed smoothing length does

A real edge cannot follow the exponential model down to zero distance. Let the edge be smoothed along its length by a normalized Gaussian of standard deviation \(b\), which does not change with \(\Delta\). The Fourier transform of this Gaussian is \(e^{-k^2b^2/2}\), so \(P\) is multiplied by its square, \(e^{-k^2b^2}\), and the true slope variance becomes

\[
s_b^2=\frac{\sigma^2}{\pi\xi}\int_{-\infty}^{\infty}
\left[1-\frac{1}{1+k^2\xi^2}\right]e^{-k^2b^2}dk .
\]

The first term integrates to \(\sqrt\pi/b\). For the second, call its integral \(I\) and write \(1/(1+k^2\xi^2)=\int_0^\infty e^{-t(1+k^2\xi^2)}dt\). Doing the Gaussian integral over \(k\) first, and then substituting \(w^2=t+b^2/\xi^2\),

\[
I=\sqrt\pi\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{b^2+t\xi^2}}
=\frac{2\sqrt\pi}{\xi}e^{b^2/\xi^2}\int_{b/\xi}^\infty e^{-w^2}dw
=\frac{\pi}{\xi}e^{b^2/\xi^2}\operatorname{erfc}\frac b\xi .
\]

Therefore

\[
s_b^2=\frac{\sigma^2}{\sqrt\pi\,\xi b}
-\frac{\sigma^2}{\xi^2}e^{b^2/\xi^2}\operatorname{erfc}\frac b\xi .
\]

The slope is now finite, and refining the rows does converge to it. But for \(b\ll\xi\) the first term dominates and \(s_b\propto b^{-1/2}\): the smoothing length has taken the place of the spacing. With \(b=1.5\) nm the two terms are 0.0271 and 0.0033, so \(s_b=0.154\). With \(b=0.75\) nm the limit is 0.225. The deviation \(\sigma\) is far less sensitive. The smoothed variance is \(\frac{1}{2\pi}\int Pe^{-k^2b^2}dk=\sigma^2\xi I/\pi\), which for \(b=1.5\) nm lowers \(\sigma\) from 1.20 to 1.15 nm, or by 4%.

If \(b\) belongs to the resist, the plateau is a property of the edge. If it belongs to the microscope's beam or to image filtering, it is a property of the measurement. The plateau value alone cannot tell these apart.

## Position noise

Each detected position also carries an error. Let the errors be independent of the edge and of one another, with RMS value \(\sigma_n\) held fixed as \(\Delta\) changes. A difference contains two errors, so their variances add and \(s^2\) gains \(2\sigma_n^2/\Delta^2\). This part of the slope diverges as \(1/\Delta\), faster than the edge's own. It equals the ideal edge's part when \(\sigma^2(1-e^{-\Delta/\xi})=\sigma_n^2\), that is, at

\[
\Delta=-\xi\ln\left(1-\frac{\sigma_n^2}{\sigma^2}\right),\qquad \sigma_n<\sigma .
\]

For \(\sigma_n=0.5\) nm this is 3.8 nm. At finer spacing the estimate for the ideal edge contains more noise than edge.

The slope of the smoothed edge at finite spacing is \(\sqrt{2[C_b(0)-C_b(\Delta)]}/\Delta\), where \(C_b\) is the covariance belonging to \(Pe^{-k^2b^2}\), evaluated here through error functions. With \(b=1.5\) nm, and with noise added after smoothing, the slopes are:

| \(\Delta\) (nm) | ideal | smoothed | smoothed + noise |
|---:|---:|---:|---:|
| 8 | 0.122 | 0.105 | 0.138 |
| 4 | 0.181 | 0.134 | 0.222 |
| 1 | 0.375 | 0.153 | 0.723 |
| 0.25 | 0.757 | 0.154 | 2.833 |

The third column levels off, as a slope should. The fourth does not, and in its last row nearly the whole value is noise. This holds for errors that are independent from row to row. If the smoothing is instead a filter applied along the recorded image, it averages the errors too and correlates them: a Gaussian filter with \(b=1.5\) nm lowers the noise part of the slope at 1 nm from 0.71 to about 0.10, and the \(1/\Delta\) growth disappears.

## Comparison with a real resist line

The parameters are rough typical values for a chemically amplified resist line exposed with extreme-ultraviolet light and measured in a critical-dimension microscope: \(\sigma\) near 1 nm, \(\xi\) of some tens of nanometres, rows about a nanometre apart. The values of \(b\) and \(\sigma_n\) are plausible in size but depend on the resist, the tool and the dose. The 0.25 nm rows lie below the size of resist molecules, where a continuous, single-valued edge is no longer a good description; they display the mathematics of the model, not the material. Fitted exponents \(H\) can also differ from 1/2. At 1 nm spacing the neglected effects are not small corrections: smoothing takes the ideal 0.375 down to 0.153, and noise then takes it up to 0.723. In a real microscope \(\sigma_n\) may itself change with row spacing, depending on how the electron dose is shared among the rows.

## Repeatable, but not intrinsic

Slope has one more attraction: it repeats well. The simulated edge was cut into 200 lines, each \(L=2000\) nm long. From line to line the slope at 1 nm spacing scattered by 1.6% of its mean, while \(\sigma\), taken about each line's own mean, scattered by 6.7%.

The difference is one of counting. For Gaussian deviations the covariance of \(x^2\) at two points is \(2C(r)^2\), so for \(L\gg\xi\) the mean of \(x^2\) over a line has variance \((2\sigma^4/L)\int e^{-2|r|/\xi}dr=2\sigma^4\xi/L\). The relative scatter of \(\sigma\) is half that of \(\sigma^2\), or \(\sqrt{\xi/(2L)}=7.1\%\). Removing each line's mean hardly changes this, because it lowers the variance and the scatter of the variance by nearly the same factor. The gap between 6.7% and 7.1% is about the size of the sampling error, since 200 lines fix a scatter to about 5% of itself. Successive differences, by contrast, are almost uncorrelated when \(\Delta\ll\xi\), so the \(N\approx2000\) of them on a line give a relative scatter near \(1/\sqrt{2N}=1.6\%\).

These figures are for the ideal edge. Smoothing with \(b=1.5\) nm correlates neighbouring differences strongly and raises the scatter of the slope at 1 nm to about 3%. That precision also refers to one fixed spacing. Moving from 1 nm to 2 nm rows changes the slope by 30%, many times its scatter.

## What can be kept

For the ideal exponential edge, one combination does survive refinement. Squaring the fine-spacing law gives

\[
\frac{\Delta\,s^2}{2}\to\frac{\sigma^2}{\xi},
\]

which is half the constant reached by \(k^2P\). The last column of the first table approaches this value, 0.0720 nm. It does not determine \(\sigma\): an edge with \(\sigma=2.4\) nm and \(\xi=80\) nm has the same \(\sigma^2/\xi\), and its slope at 1 nm is 0.378 against 0.375, although its deviation is twice as large.

Slopes at two spacings do separate the parameters, if the exponential model holds, noise has been removed and smoothing is negligible. Since \(\Delta^2s^2=2\sigma^2(1-e^{-a})\), the ratio of this quantity at \(2\Delta\) to its value at \(\Delta\) is

\[
R=\frac{1-e^{-2a}}{1-e^{-a}}=1+e^{-a},
\qquad \xi=-\frac{\Delta}{\ln(R-1)} .
\]

The formula values at 4 and 8 nm give \(R=4(0.1218/0.1806)^2=1.819\), so \(\xi=-4/\ln0.819\approx20\) nm. Then \(\sigma^2=(4\times0.1806)^2/(2\times0.181)=1.44\) nm², which returns \(\sigma=1.2\) nm. With measured slopes the inversion needs much data, because a small error in \(R\) is a large error in \(\xi\). On single 2000 nm lines of the ideal edge, about two-thirds of the estimates from 4 and 8 nm fall between 11 and 45 nm, and about 8% of lines give \(R\ge2\) and no estimate at all; pooling 200 lines narrows \(\xi\) to about \(20\pm1\) nm. Smoothing spoils this inversion: with \(b=1.5\) nm the slopes at the same two spacings give \(R\approx2.5\), whereas the ideal model requires \(R<2\). Noise can hide that warning: smoothing and noise together give \(R\approx1.54\), an allowed value, and a false \(\xi\approx6\) nm.

The slope is thus useful as a function of spacing. A roughness report that gives \(\sigma\), \(\xi\) and \(H\), together with the fitted form of the covariance or spectrum and the treatment of noise and smoothing, lets a reader compute the slope at any spacing within the model's range. The form matters when \(H\ne1/2\): at \(H=0.75\) and 1 nm the stretched exponential above gives 0.179, while a spectrum proportional to \(1/(1+|kl|^{2H+1})\) with the same \(\sigma\), and with \(l\) chosen so that the covariance also falls to \(1/e\) at 20 nm, gives 0.227. A single slope can be compared with another when spacing, estimator, smoothing and noise are the same for both.
